# Total Dipole Line Strength from l^(N+1) to l^N l'

## Definitions and conventions

Consider an atom or ion with $N+1$ electrons in a shell of orbital quantum number $l$, where $0\le N\le 4l+1$. A second shell, with $l'=l\pm1$, is empty. All other shells are closed and do not change. An electric-dipole transition moves one electron from the first shell to the second:

$$
l^{N+1}\longrightarrow l^N l' .
\tag{1}
$$

Hartree atomic units are used in the derivation, so the dipole operator is $\mathbf D=-\sum_n\mathbf r_n$. The line strength of two levels is the sum of squared dipole matrix elements over their magnetic states and over the three components of $\mathbf D$:

$$
S(\beta,\alpha)=\sum_{b\in\beta}\sum_{a\in\alpha}\sum_{q}
|\langle b|D_q|a\rangle|^2 .
\tag{2}
$$

The components may be Cartesian or spherical. The two sets are related by a unitary matrix, which leaves the sum over $q$ unchanged. The strength is not divided by the number of states in either level, and each pair of states is counted once.

The total strength $S$ is the sum of (2) over all levels of both configurations. The result to be derived is

$$
S=2\,l_>\binom{4l+1}{N}R^2,
\qquad
R=\int_0^\infty P_l(r)\,r\,P_{l'}(r)\,dr,
\tag{3}
$$

where $l_>=\max(l,l')$ and $P_l/r$ is a normalized radial function. Three conditions are assumed:

- One orthonormal set of orbitals describes all states of both configurations.
- Each configuration is complete and is not mixed with any other.
- The dipole operator does not act on spin.

Within a configuration, the Coulomb and spin–orbit interactions may mix the states in any way.

## From levels to determinants

Let $P_A$ and $P_B$ project onto the lower and upper configurations. Summing (2) over all levels gives

$$
S=\sum_q\sum_{a,b}\langle a|D_q^\dagger|b\rangle\langle b|D_q|a\rangle
=\sum_q\mathrm{Tr}\left(P_A D_q^\dagger P_B D_q\right).
\tag{4}
$$

The first form contains the complete sums $\sum_b|b\rangle\langle b|=P_B$ and $\sum_a|a\rangle\langle a|=P_A$. Any other orthonormal basis of the two configurations gives the same projectors. The true levels can therefore be replaced by Slater determinants, and no coupling scheme needs to be chosen. Interactions within a configuration redistribute strength among the lines but leave $S$ unchanged.

Let $j$ label the $4l+2$ spin orbitals of the first shell and $i$ the $4l'+2$ spin orbitals of the second. The part of the dipole operator that connects the two configurations is

$$
D_q\big|_{B\leftarrow A}=-\sum_{i,j}\langle i|r_q|j\rangle\,a_i^\dagger a_j .
\tag{5}
$$

Take a lower determinant $A$ and an upper determinant $B$. If (5) connects them, $j$ is the one orbital occupied in $A$ but not in $B$, and $i$ is the one occupied in $B$ but not in $A$. At most one pair $(i,j)$ contributes, so

$$
\langle B|D_q|A\rangle=\pm\langle i|r_q|j\rangle .
\tag{6}
$$

The sign comes from the ordering of the fermion operators and from the electron charge. It disappears on squaring, and there are no cross terms between different pairs.

Now fix $i$ and $j$, and count how often this pair occurs. The determinant $A$ must contain $j$. Its other $N$ electrons occupy any $N$ of the remaining $4l+1$ orbitals, which gives $\binom{4l+1}{N}$ choices. Orbital $i$ is empty in every case, and $B$ is fixed once $A$, $i$ and $j$ are given. Hence

$$
S=\binom{4l+1}{N}\sum_{i,j,q}|\langle i|r_q|j\rangle|^2 .
\tag{7}
$$

The many-electron problem has been reduced to a count multiplied by a one-electron sum.

## The one-electron sum

The dipole operator conserves spin. Each of the two spin projections contributes equally, and the radial integral is common to all orbital pairs:

$$
\sum_{i,j,q}|\langle i|r_q|j\rangle|^2
=2R^2\sum_{m,m',q}|\langle l'm'|\hat r_q|lm\rangle|^2 ,
\tag{8}
$$

where $\hat{\mathbf r}=\mathbf r/r$. A rotation mixes the states $m$ of a complete shell among themselves. It can also turn the $z$ axis into the $x$ or $y$ axis. The three Cartesian components therefore have equal sums, and it is enough to calculate the $z$ component, $\hat r_z=\cos\theta$.

Take $l'=l+1$ first. For $m\ge0$, the associated Legendre functions obey

$$
(2l+1)xP_l^m=(l-m+1)P_{l+1}^m+(l+m)P_{l-1}^m,
\tag{9}
$$

with $x=\cos\theta$. The spherical harmonic is $Y_{lm}=n_{lm}P_l^m e^{im\phi}$, with

$$
n_{lm}^2=\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!}.
$$

The coefficient of $Y_{l+1,m}$ in $\cos\theta\,Y_{lm}$ is therefore $\frac{l-m+1}{2l+1}\,\frac{n_{lm}}{n_{l+1,m}}$. The squared ratio of normalization factors is

$$
\frac{n_{lm}^2}{n_{l+1,m}^2}
=\frac{2l+1}{2l+3}\,\frac{l+1+m}{l+1-m},
$$

and so

$$
|\langle l+1,m|\cos\theta|lm\rangle|^2
=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)} .
\tag{10}
$$

Complex conjugation gives the same value for $-m$. Since $\cos\theta$ does not change $m$, only one sum remains. With $\sum_{m=-l}^{l}m^2=(2l+1)\,l(l+1)/3$,

$$
\sum_m\left[(l+1)^2-m^2\right]
=(2l+1)(l+1)\left[l+1-\frac l3\right]
=\frac{(2l+1)(l+1)(2l+3)}{3}.
\tag{11}
$$

Division by the denominator of (10) gives $(l+1)/3$ for the $z$ component, and the three components together give $l+1$.

For $l'=l-1$, the squared matrix elements are those of the transition from $l-1$ to $l$ with bra and ket exchanged. The sum is then $(l-1)+1=l$. Both cases are contained in

$$
\sum_{m,m',q}|\langle l'm'|\hat r_q|lm\rangle|^2=l_> .
\tag{12}
$$

Inserting (12) into (8), and (8) into (7), proves (3).

As a test of the counting and the angular factor together, the squared matrix elements were summed over all determinants, with $R=0.7\,a_0$. All 34 possible fillings for $s\to p$, $p\to s$, $p\to d$, $d\to p$ and $d\to f$ agreed with (3), with a largest relative deviation of $7.8\times10^{-16}$.

## Limits and averages per state

For $N=0$ the binomial factor is one, and $S=2l_>R^2$ is the strength of a single electron. For $N=4l+1$ the lower shell is full and the factor is again one. There is then one lower state, from which any of the $4l+2$ electrons can be excited. More generally, $\binom{4l+1}{N}=\binom{4l+1}{4l+1-N}$, so at fixed $R$ the total is symmetric about half of $4l+1$. For a $d$ shell the largest factor is 126, at $N=4$ and $N=5$.

This growth mainly reflects the number of states. The lower configuration has $g_A=\binom{4l+2}{N+1}=\frac{4l+2}{N+1}\binom{4l+1}{N}$ states, so

$$
\frac{S}{g_A}=(N+1)\frac{l_>}{2l+1}R^2 .
\tag{13}
$$

The mean absorption strength per lower state is proportional to the number of electrons that can be excited.

The upper configuration has $g_B=(4l'+2)\binom{4l+2}{N}$ states. Because $\binom{4l+1}{N}=\frac{4l+2-N}{4l+2}\binom{4l+2}{N}$,

$$
\frac{S}{g_B}=\frac{l_>(4l+2-N)}{(2l+1)(4l'+2)}R^2 .
\tag{14}
$$

The mean emission strength per upper state is proportional to the number of vacancies into which the excited electron can fall.

## A partly filled receiving shell

The same count applies when the receiving shell already holds $n'$ electrons, so that $l^{N+1}l'^{\,n'}\to l^N l'^{\,n'+1}$. For a fixed pair $(i,j)$, orbital $i$ must now be empty in $A$. The $n'$ electrons are distributed over the other $4l'+1$ orbitals, and (7) acquires a second factor:

$$
S=2\,l_>\binom{4l+1}{N}\binom{4l'+1}{n'}R^2 .
\tag{15}
$$

For $p^6d^w\to p^5d^{w+1}$, we have $l=1$, $N=5$, $l'=2$ and $n'=w$. The first binomial is $\binom55=1$, which leaves

$$
S_{pd}=4\binom9w R_{pd}^2 .
\tag{16}
$$

This case matters for tin, because $4p^54d^{w+1}$ has the same parity as $4d^{w-1}4f$ and can mix with it.

## What configuration mixing preserves

Let the upper space contain both configurations, with projector $P_U=P_{df}+P_{pd}$, and let the lower configuration remain unmixed. Equation (4) then gives

$$
S_U=\sum_q\mathrm{Tr}(P_AD_q^\dagger P_UD_q)=S_{df}+S_{pd}.
\tag{17}
$$

Mixing changes the eigenstates within the upper space but not $P_U$, so the joint strength is preserved. The separate strengths no longer belong to separate groups of lines.

The mean photon energy is not protected in this way. Define $\bar\omega=\sum S_{ba}\omega_{ba}/\sum S_{ba}$, where $S_{ba}$ is the strength of a pair of eigenstates and $\omega_{ba}=E_b-E_a$. Since $\sum_b|b\rangle E_b\langle b|$ is the upper Hamiltonian $H_U$,

$$
S_U\bar\omega=\sum_q\mathrm{Tr}\left(P_AD_q^\dagger H_UD_q\right)
-\sum_q\mathrm{Tr}\left(H_AD_q^\dagger P_UD_q\right).
\tag{18}
$$

Let $K$ be the block of $H_U$ that takes $4p^54d^{w+1}$ to $4d^{w-1}4f$. Switching it on, with orbitals and diagonal blocks held fixed, changes the first trace through $K$ and $K^\dagger$:

$$
S_U\,\Delta\bar\omega
=2\,\mathrm{Re}\sum_q\mathrm{Tr}\left(P_AD_q^\dagger P_{df}KP_{pd}D_q\right).
\tag{19}
$$

This is an interference between the two excitation paths. Its sign depends on the relative signs of the dipole amplitudes and the Coulomb coupling.

## Worked example: Sn$^{12+}$

Extreme-ultraviolet sources for lithography use hot tin plasma. One of its ions, Sn$^{12+}$, has 38 electrons and the configuration $4d^2$ outside closed shells. For $4d^2\to4d4f$, $l=2$, $l'=3$ and $N=1$.

The orbitals come from a nonrelativistic Hartree–Fock–Slater calculation for $4d^2$. It uses the full Slater exchange potential and the Latter tail, which gives an outer electron the correct long-range ionic attraction. The Coulomb interaction and a one-body spin–orbit term are then diagonalized within each configuration. The calculated radial integral is $R=0.8564\,a_0$, so (3) gives

$$
S=2\times3\times\binom91\times(0.8564)^2
=54\times0.7334=39.6\;e^2a_0^2 .
\tag{20}
$$

The configurations contain 45 and 140 states, grouped into 9 and 20 levels. Between them there are 81 dipole lines, whose summed strength is also $39.6\,e^2a_0^2$. The strongest line, from $J=5$ to $J=4$, carries 16.8% of the total and lies at 14.18 nm in this model.

The strength-weighted mean photon energy is 82.89 eV, which corresponds to 14.96 nm. In atomic units it is $\bar\omega=82.89/27.211=3.046$. The absorption oscillator strength of a pair of states is $\frac23\omega_{ba}\sum_q|\langle b|D_q|a\rangle|^2$. Summed over upper states and averaged over lower states, it gives

$$
\bar f=\frac{2\bar\omega S}{3g_A}
=\frac{2\times3.046\times39.61}{3\times45}=1.79 .
\tag{21}
$$

For the decay rate, let $\mathbf d$ be the dipole matrix element of one pair of states. In a box of volume $V$, the squared coupling to one photon mode is $(2\pi\omega/V)|\mathbf e\cdot\mathbf d|^2$. The golden rule, with mode density $V\omega^2d\Omega/[(2\pi)^3c^3]$, gives

$$
A=\frac{\omega^3}{2\pi c^3}\int d\Omega\sum_{\mathbf e}|\mathbf e\cdot\mathbf d|^2
=\frac{4}{3}\alpha^3\omega^3|\mathbf d|^2 ,
\tag{22}
$$

because the two polarizations and all directions together contribute $8\pi|\mathbf d|^2/3$, and $c=1/\alpha$. Averaging over equally populated upper states, and replacing $\omega^3$ by $\bar\omega^3$, gives

$$
\bar A\approx\frac{4\alpha^3\bar\omega^3S}{3g_B}
=1.71\times10^{11}\ \mathrm{s^{-1}} .
\tag{23}
$$

The sum with each line's own energy is $1.72\times10^{11}\ \mathrm{s^{-1}}$. The small excess comes from the energy spread, mainly through its mean square. Writing $\omega=\bar\omega+\delta$ gives $\overline{\omega^3}=\bar\omega^3+3\bar\omega\,\overline{\delta^2}+\overline{\delta^3}$. The root-mean-square width of 3.26 eV makes the second term $3(3.26/82.89)^2=0.5\%$ of the first.

## How far the isolated configuration can be trusted

The largest correction to the spectrum found here is mixing with $4p^54d^3$. With the nonrelativistic orbital energies used here, the average energy of that configuration is 9.8 eV below that of $4d4f$. The radial integral $R^1(4p4f,4d4d)$, which enters their coupling with angular coefficients, is 17.4 eV. These energies are comparable, so the configurations cannot be treated as well separated.

With $R_{pd}=0.8188\,a_0$ and $w=2$, (16) gives $S_{pd}=4\times36\times(0.8188)^2=96.5\,e^2a_0^2$. The joint strength is $39.6+96.5=136.1\,e^2a_0^2$, and diagonalization gives this value with mixing off and on, as (17) requires. The joint mean photon energy, however, rises from 85.4 to 92.8 eV. The interference term (19) is therefore positive and contributes about 7.4 eV.

The strength also becomes much more concentrated. Consider a wavelength band extending 1% to either side of its centre, placed where it captures the most strength. Without mixing, the best band holds 16.9% of the joint strength and is centred at 13.48 nm. That choice is nearly a tie: a second band near 14.7 nm holds 15.5%. With exchange reduced to two thirds the two change rank (19.0% at 14.6 nm against 16.9% at 13.5 nm), so the best band jumps by about 1 nm although neither band moves by much more than 0.1 nm. With mixing, it holds 76.8% and is centred at 13.31 nm. The latter share is $0.768\times136.1\approx105\,e^2a_0^2$, more than either configuration supplies alone. The strong band is thus a joint feature of both excitations.

Other estimates for the same ion concern the orbitals and the dipole approximation:

- Taking both orbitals from a calculation for $4d4f$ lowers $R^2$ by 0.5%.
- Reducing the exchange potential to two thirds raises $R^2$ by 9.4%. Configuration-average Hartree–Fock orbitals raise it by about 7%, which gives $S\approx42\,e^2a_0^2$, so the value in (20) is probably on the low side. The choice of potential is the largest of the sized uncertainties in $R^2$, and $S$ deserves no more than about one or two significant figures as a prediction.
- An estimate of relativistic orbitals in the fixed potential gives $R=0.849\,a_0$ for $4d_{3/2}$–$4f_{5/2}$ and $0.854\,a_0$ for $4d_{5/2}$–$4f_{7/2}$. If the potential relaxes with the relativistic orbitals, the two values become about $0.859\,a_0$ and $0.864\,a_0$, slightly above the nonrelativistic one. A single $R$ is therefore an approximation, good here to about 1% in $R$, or 2% in $R^2$. In the same fixed potential, the mass–velocity term raises the $4d$–$4f$ orbital gap by 1.6 eV. If the potential is allowed to relax with the relativistic orbitals, the net rise is only about 0.2 eV.
- The $4p$–$4d$ orbital gap is affected much more: relaxed relativistic orbitals widen it by about 5 eV. Adding these orbital-energy shifts to the mixed calculation leaves $4p^54d^3$ only about 5 eV below $4d4f$ and raises the joint mean to about 96 eV. The best band then holds roughly 55–60% of the strength, depending on small changes in these shifts, and is centred near 12.8 nm. The joint strength and the 7.4 eV from interference do not change in this estimate, because it shifts only the orbital energies and keeps the nonrelativistic orbitals. The position and share of the strong band are not reliable to the digits quoted above.
- Retardation is measured by $(\alpha\bar\omega R)^2=3.6\times10^{-4}$, so the dipole approximation is adequate at this level.

In a real source, mirrors select a band roughly 2% wide near 13.5 nm, and the plasma contains several tin charge states at an electron temperature of roughly 30–40 eV. The isolated $4d4f$ mean of 14.96 nm is far from that band. Neglect of mixing accounts for much of the difference in this model, where mixing moves the joint mean by 7.4 eV. The closeness of the mixed band at 13.31 nm to the source band is partly accidental, however, because the relativistic shifts estimated above move it to about 12.8 nm. Line strength is also not emitted power: populations, a factor $\omega^4$ (the decay rate times the photon energy) and reabsorption all intervene. With Boltzmann populations at 35 eV within the unmixed $4d4f$ levels, the mean decay rate is 0.90 of its equal-population value. Other configurations, core polarization and plasma fields are left out, so the calculated wavelengths are model results and not measured positions. Apart from the estimates with relaxed relativistic or Hartree–Fock orbitals and the comparison of the two competing unmixed bands, the calculated values quoted here appear in the numerical output or follow from it by the arithmetic shown.

## Numbers as computed

```
Shell fillings tested by explicit sums: 34
Largest relative deviation from formula: 7.8e-16
Nuclear charge: 50 e; electrons: 38
States in 4d2: 45; states in 4d4f: 140
Levels in 4d2: 9; levels in 4d4f: 20
Dipole lines between the levels: 81
Radial integral R(4d,4f): 0.8564 a0
Binomial factor: 9; S/R^2 from formula: 54.0
Total strength from formula: 39.6074 e^2 a0^2
Total strength summed over levels: 39.6074 e^2 a0^2
Strongest line strength: 6.6649 e^2 a0^2
Strongest line share: 16.83 %
Strongest line J upper, lower: 5, 4
Strongest line wavelength: 14.179 nm
Strength-weighted mean photon energy: 82.89 eV
Wavelength at that mean energy: 14.957 nm
Strength-weighted rms energy width: 3.26 eV
Mean absorption oscillator strength: 1.7875
Mean decay rate, equal populations: 1.721e+11 1/s
Decay rate from S and mean energy: 1.713e+11 1/s
Spin-orbit parameter 4p: 5.985 eV
Spin-orbit parameter 4d: 0.717 eV
Spin-orbit parameter 4f: 0.070 eV
Radial integral R(4p,4d), magnitude: 0.8188 a0
Total strength to 4p5 4d3: 96.5330 e^2 a0^2
Joint strength, mixing off: 136.1404 e^2 a0^2
Joint strength, mixing on: 136.1404 e^2 a0^2
Mean energy of 4p5 4d3 minus 4d4f: -9.76 eV
Mixing integral R1(4p4f,4d4d), magnitude: 17.43 eV
Joint mean photon energy, mixing off: 85.37 eV
Joint mean photon energy, mixing on: 92.79 eV
Best 2% band share, mixing off: 16.9 %
Best 2% band centre, mixing off: 13.480 nm
Best 2% band share, mixing on: 76.8 %
Best 2% band centre, mixing on: 13.307 nm
R with orbitals of 4d4f: 0.8542 a0
Change of R^2 with those orbitals: -0.52 %
Squared overlap of the two 4d orbitals: 0.999989
R with exchange potential times 2/3: 0.8957 a0
Change of R^2 with that exchange: 9.38 %
Relativistic R(4d3/2,4f5/2): 0.8493 a0
Relativistic R(4d5/2,4f7/2): 0.8537 a0
Mass-velocity shift of 4d-4f orbital gap: 1.59 eV
Retardation measure (k R)^2: 3.62e-04
Assumed rough electron temperature: 35 eV
Thermal over equal-population decay rate: 0.9049
```
